Choosing the Interface Width in Phase-Field Models of Epitaxial Steps

**What the setting does**

A phase-field program for epitaxial growth replaces each atomic step by a smooth front of width W. The width is a numerical setting, but it affects the physics unless two other quantities are tied to it: the adatom mobility M inside the front and the relaxation time τ of the phase field. With the choices

D/M = 1 + 6θ²(1−θ)² S(m+1)pᵐ/W

τ = W² [D A + 19W/30]/(εDΓ),  D A = S(m+1)/[(m+2)(m+3)]

the front obeys, as W → 0, the sharp-step conditions

D ∂c/∂n = k₊(c₊ − c*) on the lower side

−D ∂c/∂n = k₋(c₋ − c*) on the upper side

c* = c_eq(1 + Γκ)

Here c is the adatom density, D the terrace diffusivity, Ω the area per atom and ε = Ωc_eq. The normal n points to the lower terrace, and the curvature κ is 1/R for an island of radius R. The capillary length is Γ = Ωγ/(k_BT), with γ an isotropic step free energy. The last condition is the linearized Gibbs-Thomson law: an atom at a curved step costs an extra energy Ωγκ, and exp(Γκ) ≈ 1 + Γκ.

The kinetic lengths are d₊ = D/k₊ and d₋ = D/k₋. From them S = d₊ + d₋ and m = d₋/d₊ − 1. An additional barrier for descending adatoms makes d₋ ≥ d₊, so m ≥ 0. In the opposite case, exchange d₊ and d₋ in S and m and replace p by 1−p in the mobility.

**The coupled equations**

The field φ counts layers and θ is its fractional part. The filling is p = θ²(3−2θ), and P is p plus the number of completed layers. With u = c/c_eq − 1 and deposition rate F per area,

τ ∂φ/∂t = W²∇²φ − θ(1−θ)(1 − 2θ − Wu/Γ)

∂(εu + P)/∂t = ε∇·(M∇u) + ΩF

The second equation conserves atoms: adatoms become crystal as P rises.

Whole layers must be stable. Near θ = 0 the local term is −θ(1−Wu/Γ). Near θ = 1, with δ = 1−θ, the equation gives τ ∂δ/∂t = −δ(1+Wu/Γ). Both deviations decay if

W|u|/Γ < 1

This is the first limit on W, and it is severe at high supersaturation.

**Where Gibbs-Thomson comes from**

A flat step at u = 0 satisfies W²θ″ = θ(1−θ)(1−2θ). Its solution is θ = ½[1 − tanh(n/2W)], because then

θ′ = −θ(1−θ)/W

θ″ = −(1−2θ)θ′/W = θ(1−θ)(1−2θ)/W²

Near a gently curved step moving with velocity v towards the lower terrace, ∂φ/∂t = −vθ′ and ∇²φ = θ″ + κθ′. Multiply the phase equation by θ′ and integrate across the front. The θ″ and double-well terms combine into the derivative of W²θ′²/2 − θ²(1−θ)²/2, which vanishes at both ends. In the driving term, θ(1−θ) = −Wθ′. What remains is

−τv∫θ′²dn = W²κ∫θ′²dn − (W²/Γ)∫uθ′²dn

Dividing by −(W²/Γ)∫θ′²dn gives

⟨u⟩ = Γκ + τΓv/W²

The average has weight θ′². Since dp/dn = 6θ(1−θ)θ′ = −6Wθ′², this is also the weight |dp/dn|, so every value of p between 0 and 1 counts equally. In terms of density,

⟨c⟩ − c* = A₀v/Ω,  A₀ = ετΓ/W²

The phase field therefore controls an average density inside the step. The densities on its two sides require the inner diffusion problem.

**How the mobility creates two attachment rates**

Let f₊ and f₋ be the adatom fluxes entering the step from below and above. At leading order, deposition inside the narrow front, its curvature and the transport of adatoms with the front are neglected. The last is small when Ωc ≪ 1. Conservation in the moving frame then reads

d/dn[M dc/dn + vp/Ω] = 0

On the lower side p = 0 and the bracket equals f₊. On the upper side p = 1 and M dc/dn = −f₋. Hence

v/Ω = f₊ + f₋

M dc/dn = f₊(1−p) − f₋p

Write 1/M as 1/D plus an excess, and let dR(q) be the excess resistance between fillings q and q+dq. Taking this excess alone, integration from the lower side gives

c₊ − c(p) = ∫₀ᵖ [f₊(1−q) − f₋q] dR(q)

In the average over p, the element at q contributes whenever p > q, a fraction 1−q of the range:

c₊ − ⟨c⟩ = f₊∫(1−q)²dR − f₋∫q(1−q)dR

From the upper side, the element contributes whenever p < q, a fraction q:

⟨c⟩ − c₋ = f₊∫q(1−q)dR − f₋∫q²dR

Let A denote the phase-field resistance that enters together with this excess. Adding ⟨c⟩ − c* = A(f₊+f₋) yields

c₊ − c* = f₊[A + ∫(1−q)²dR] + f₋[A − ∫q(1−q)dR]

c₋ − c* = f₋[A + ∫q²dR] + f₊[A − ∫q(1−q)dR]

The equal cross terms describe coupling of the two terraces through the step. They vanish if A = ∫q(1−q)dR. The direct terms then simplify, because (1−q)² + q(1−q) = 1−q and q² + q(1−q) = q:

1/k₊ = ∫(1−q)dR,  1/k₋ = ∫q dR

A convenient distribution is D dR = S(m+1)qᵐdq. It gives

d₋ = S(m+1)/(m+2)

d₊ = S(m+1)[1/(m+1) − 1/(m+2)] = S/(m+2)

D A = S(m+1)[1/(m+2) − 1/(m+3)] = S(m+1)/[(m+2)(m+3)]

The first two lines have the required sum S and ratio m+1. Multiplying D dR/dp by |dp/dn| = 6θ²(1−θ)²/W gives the stated mobility. For m > 0 the resistance leans towards the upper terrace, where the descent barrier acts. For equal rates m = 0, S = 2d and D A = d/3.

**The correction for finite width**

Ordinary diffusion inside the front has been left out so far. With M = D,

dc/dn = [f₊ − vp/Ω]/D

Let c₊ now be the lower-terrace density extrapolated to n = 0. Then

c(n) = c₊ + f₊n/D + [v/(ΩD)]∫ₙ^∞ p dn′

The average of n vanishes by symmetry. In the average of the last integral, a point n′ contributes when n < n′, which has weight 1−p(n′). The result is ∫p(1−p)dn. Using 1−p = (1−θ)²(1+2θ) and |dn| = W dθ/[θ(1−θ)],

∫p(1−p)dn = W∫₀¹θ(1−θ)(3−2θ)(1+2θ)dθ

The last two factors multiply to 3 + 4θ(1−θ). Since ∫θ(1−θ)dθ = 1/6 and ∫θ²(1−θ)²dθ = 1/30, the integral is W(1/2 + 2/15) = 19W/30. Thus

c₊ = ⟨c⟩ − 19Wv/(30ΩD)

Far on the upper side ∫ₙ^∞p dn′ tends to −n, again by symmetry, so c tends to c₊ − f₋n/D. The extrapolated c₋ is shifted equally. To compensate both shifts, the phase-field resistance must be

A₀ = A + 19W/(30D)

Inserting this into τ = W²A₀/(εΓ) gives the opening formula.

For fast attachment, S → 0 and τ becomes 19W³/(30εDΓ). It must not be set by W² and an arbitrary kinetic constant. For slow attachment, D A ≫ W, the first term of τ dominates.

The correction removes the first-order error caused by ordinary diffusion through a flat front with an undistorted profile. Errors of first order in W can remain, because the resistance sits slightly off the nominal step position, which matters when fluxes vary over R, and because a density difference Δu across the step distorts the profile by a relative amount of order WΔu/Γ.

**A sharp reference: concentric steps**

In a circular mound, terrace diffusion is fast compared with step motion when Ωc ≪ 1, which holds here because both ε and u are small. With G = ΩF/(εD), the quasi-static terrace solution is

u = a + b ln r − Gr²/4,  g = du/dr = b/r − Gr/2

At the inner edge R_i of an annular terrace, u = Γ/R_i + d₊g(R_i). At its outer edge R_o, u = Γ/R_o − d₋g(R_o). Subtracting the two conditions and collecting b gives

b[ln(R_o/R_i) + d₋/R_o + d₊/R_i] = Γ(1/R_o − 1/R_i) + G(R_o²−R_i²)/4 + G(d₋R_o + d₊R_i)/2

The step velocity is εD times the jump in g. The deposition terms cancel in this jump:

R dR/dt = εD(b_outside − b_inside)

Regularity at the center requires b = 0 on the top terrace. A no-flux wall at R_w gives b = GR_w²/2 on the outermost one.

**A growing three-layer mound**

Take T = 450 K, k_BT = 0.03878 eV, atom spacing 0.289 nm, Ω = 0.0835 nm² and γ = 0.40 eV/nm. Then

Γ = 0.0835 × 0.40/0.03878 ≈ 0.861 nm

An attempt rate of 10¹³ s⁻¹ and a diffusion barrier of 0.40 eV give D = Ω × 10¹³ s⁻¹ × exp(−0.40/0.03878) = 2.77×10⁷ nm²/s. An adatom formation energy of 0.45 eV gives ε = exp(−0.45/0.03878) = 9.12×10⁻⁶, so εD = 252 nm²/s. With d₊ equal to one spacing and an extra edge barrier of 0.07 eV,

d₋ = 0.289 × exp(0.07/0.03878) = 1.757 nm

This conversion of a barrier into lengths is a convention. A nearest-neighbour hopping chain, with densities extrapolated to the attachment site, gives instead d₊ = 0 and d₋ = 0.289 × [exp(0.07/0.03878) − 1] = 1.47 nm. In the sharp model those values lower the final top radius given below by 0.05 nm. The formula for m needs d₊ > 0. With the values adopted here, S = 2.046 nm, m = 5.08 and D A = 0.2175 nm. At W = 0.5 nm the correction 19W/30 = 0.317 nm is still the larger of the two terms in τ, which is

0.25 × (0.2175 + 0.317)/(252.5 × 0.8615) ≈ 6.1×10⁻⁴ s

The steps start at 20, 45 and 70 nm inside a wall at 95 nm and receive 0.02 monolayers per second for 8 s. Numerical integration of the sharp equations gives final radii of 21.80, 49.79 and 76.25 nm. The phase field was evolved on a radial finite-volume grid of spacing W/5 with 60 implicit time steps. Its largest radius errors relative to the sharp result are:

- W = 2 nm: 0.023 nm with the correction, 0.270 nm without it
- W = 1 nm: 0.013 nm with it, 0.131 nm without it
- W = 0.5 nm: 0.007 nm with it, 0.064 nm without it

Without the 19W/30 term the error halves with W, as a first-order error should. With it, the error is about ten times smaller and still falls roughly in proportion to W over the last halving. At W = 0.5 nm it is 0.4% of the top island's 1.80 nm growth. Doubling the number of time steps and refining the grid to W/7 there moves the radii by at most 0.0007 nm.

The boundary conditions matter more than these errors. Setting both kinetic lengths to zero in the sharp model lowers the top radius to 21.47 nm. Removing Gibbs-Thomson raises it to 24.28 nm, since the small top island then no longer loses atoms through its curvature.

**Reading the conditions from the density**

A more demanding comparison uses slow attachment, d₊ = 5 nm and d₋ = 20 nm, with the other parameters unchanged. After 2.1 s, the terrace solution was fitted at mid-terrace, extrapolated to the middle step and divided by its slope there. The measured pairs (d₊, d₋) are:

- W = 2 nm: 5.44 and 17.85 nm
- W = 1 nm: 5.19 and 18.84 nm
- W = 0.5 nm: 5.10 and 19.40 nm

Twice the last pair minus the preceding pair removes a linear error. It gives 5.01 and 19.96 nm, within 0.2% of the inputs. The same combination of the first two pairs gives 4.94 and 19.83 nm, so the extrapolation is reliable only to about 1%, and the closer agreement is partly fortuitous.

The readings come from the W/5 grid, which is not converged to the digits shown. The grid-free quasi-steady front gives d₊ about 0.025 nm lower and d₋ about 0.01 nm lower at both W = 1 and 0.5 nm. This offset does not shrink with W, and removing it changes the extrapolated pair to 4.99 and 19.95 nm.

These readings used twenty closing time steps of 0.005 s. Stopping at 2.0 s, after steps of 0.1 s throughout, gave 5.01 and 19.67 nm at W = 0.5 nm. Those values lie nearer the inputs because the time error partly offsets the width error. Apparent accuracy at one width is therefore not evidence of convergence.

With F = 0, no flux enters the step from the top terrace. An impermeable step must then hold that terrace at u = Γ/R even while the island shrinks. On a grid of spacing W/8, the relative errors in u were +0.002%, −0.087%, −0.061% and −0.040% for W = 2, 1, 0.5 and 0.25 nm. The sign changes between 2 and 1 nm, so the tiny error at the coarsest width is a cancellation. From 1 nm down the error decreases, but more slowly than W. The grid was refined in proportion to W, so its relative error need not vanish in this sequence. The data support the Gibbs-Thomson value to about 0.04%, not a particular order of convergence.

**Beside a real surface**

The parameters are rough typical values for Ag(001) growth near 450 K. The isotropic step is a clear simplification. If kinks on a close-packed edge are independent and cost γ times one spacing, 0.116 eV each, the edge stiffness is 3.0 times the isotropic value. Its effect on the radii was not calculated. For scale, removing Γ entirely moves the top radius by 2.5 nm, so a 10% change in γ would move it by roughly 0.25 nm if the response is linear. Thermal meandering of a 20 nm island edge, with area fixed, has an rms size of [3k_BTR/(4πγ)]^½ = 0.68 nm. Both estimates, 0.25 and 0.68 nm, exceed the width error, so the quoted hundredths of a nanometer measure numerical convergence and not predictive accuracy.

Three other omissions, the nonlinear Gibbs-Thomson law, nucleation and evaporation, are smaller here. The exponential Gibbs-Thomson law exceeds its linear form by 2.2% of Γ/R at 20 nm. In the sharp equations it lowers the final top radius by 0.08 nm. That is below the two estimates above but larger than every width error obtained with the correction. At the end of the mound run the largest excess, u = 0.050, implies a critical nucleus of radius Γ/u = 17 nm and a barrier πγ × 17 nm ≈ 21 eV. At the start the terrace solution gives a slightly larger excess at the center, Γ/R + d₋GR/2 + GR²/4 ≈ 0.052 for R = 20 nm, which changes the barrier little. New islands are therefore negligible in this model. With an assumed desorption energy of 2.4 eV, evaporation is about 6×10⁻¹⁸ of the deposition flux.

**Choosing the width**

1. Keep W well below the island radii and step spacings, and keep W|u|/Γ well below one. In the mound at W = 2 nm the latter is 2 × 0.050/0.861 ≈ 0.12.
2. Recalculate τ and M whenever W changes. Holding τ fixed changes the attachment kinetics.
3. Choose time steps so that the front moves much less than W per step. Use still shorter ones before reading densities at a step with large resistance.
4. Compare at least three widths, keeping signs. Extrapolate linearly to W = 0 only when successive differences shrink roughly in proportion to W.

These rules assume isolated, impermeable steps and a dilute adatom gas. Fronts that overlap need a smaller W or another description.
